# Rate equations for nitrogen-vacancy spin polarization and optical readout: a program that tests the result

```python
# Result under test: five-level rate model of the NV centre in diamond.
# Levels: G0, G1 ground triplet (ms=0; ms=+1 and -1 together), E0, E1 excited
# triplet, S singlet shelf.  Rates per microsecond: W pump, k radiative decay,
# a0, a1 crossing to the shelf, d0, d1 shelf return (d1 to both ms=+-1 levels).
# With D=d0+d1, bi=di/D, ti=1+(k+ai)/W+ai/D, Z=b0*a1*t0+b1*a0*t1:
#   steady state e0=b0*a1/Z, e1=b1*a0/Z, gi=(k+ai)*ei/W, s=a0*a1/(D*Z);
#   extra photons of an ms=0 start over an ms=+-1 start:
#   k*(a1-a0)*(1/W+1/D)/Z.
# Populations are propagated by uniformization (a Poisson sum of non-negative
# matrices).  Times are in microseconds internally.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.integrate import solve_ivp, simpson
from scipy.special import pdtrc

G0, G1, E0, E1, S, Z0 = range(6)      # Z0: neutral charge state, if included


def from_links(size, links):
    K = np.zeros((size, size))
    for source, target, rate in links:
        K[target, source] += rate
        K[source, source] -= rate
    return K


def nv_links(W, rates):
    k, a0, a1, d0, d1 = rates
    return [(G0, E0, W), (G1, E1, W), (E0, G0, k), (E1, G1, k),
            (E0, S, a0), (E1, S, a1), (S, G0, d0), (S, G1, d1)]


def generator(W, rates):
    return from_links(5, nv_links(W, rates))


def uniformized(K, h, last_term):
    top = np.max(-np.diag(K))
    jump = np.eye(len(K)) + K / top
    power = np.eye(len(K))
    step = np.zeros_like(K)
    integral = np.zeros_like(K)
    weight = np.exp(-top * h)
    for m in range(last_term + 1):
        step += weight * power
        integral += pdtrc(m, top * h) / top * power
        power = jump @ power
        weight *= top * h / (m + 1)
    return step, integral


def run(K, start, h, steps, k, last_term=14):
    step, integral = uniformized(K, h, last_term)
    emission = np.zeros(len(K))
    emission[[E0, E1]] = k
    count_row = emission @ integral
    pops = np.empty((steps + 1, len(K)))
    counts = np.zeros(steps + 1)
    pops[0] = start
    for i in range(steps):
        counts[i + 1] = counts[i] + count_row @ pops[i]
        pops[i + 1] = step @ pops[i]
    return pops, counts


def steady_numeric(K):
    A = K.copy()
    A[-1] = 1.0
    b = np.zeros(len(K))
    b[-1] = 1.0
    return np.linalg.solve(A, b)


def closed_forms(W, rates):
    k, a0, a1, d0, d1 = rates
    D = d0 + d1
    b0, b1 = d0 / D, d1 / D
    t0 = 1 + (k + a0) / W + a0 / D
    t1 = 1 + (k + a1) / W + a1 / D
    Z = b0 * a1 * t0 + b1 * a0 * t1
    e0, e1 = b0 * a1 / Z, b1 * a0 / Z
    pops = np.array([(k + a0) * e0 / W, (k + a1) * e1 / W, e0, e1,
                     a0 * a1 / (D * Z)])
    return pops, k * (a1 - a0) * (1 / W + 1 / D) / Z


def dark_weights(rates):
    k, a0, a1, d0, d1 = rates
    b0 = d0 / (d0 + d1)
    p0, p1 = a0 / (k + a0), a1 / (k + a1)
    return np.array([1, 0, 1 - p0 * (1 - b0), p1 * b0, b0])


def pi_pulse(n):
    flipped = n.copy()
    flipped[G0] = n[G1] / 2
    flipped[G1] = n[G0] + n[G1] / 2
    return flipped


pure0, pure1 = np.eye(5)[G0], np.eye(5)[G1]
thermal = np.array([1 / 3, 2 / 3, 0, 0, 0])

# Example inputs: rough round values for a room-temperature NV centre
RATES = (65.0, 10.0, 70.0, 3.0, 2.0)
k, a0, a1, d0, d1 = RATES
power_mW, spot_nm, wave_nm, sigma_cm2 = 0.3, 250.0, 532.0, 3e-17
efficiency = 0.01


def pump_rate(mW):
    intensity = 2 * mW * 1e-3 / (np.pi * (spot_nm * 1e-7) ** 2)   # W/cm2
    photon = const.h * const.c / (wave_nm * 1e-9)
    return intensity, sigma_cm2 * intensity / photon * 1e-6


intensity, W = pump_rate(power_mW)
K = generator(W, RATES)
K_dark = generator(0.0, RATES)
h = 0.001
steps = 6000
times = h * np.arange(steps + 1)

# Propagation against separately written differential equations
def equations(t, y):
    g0, g1, e0, e1, s, photons = y
    return [-W * g0 + k * e0 + d0 * s, -W * g1 + k * e1 + d1 * s,
            W * g0 - (k + a0) * e0, W * g1 - (k + a1) * e1,
            a0 * e0 + a1 * e1 - (d0 + d1) * s, k * (e0 + e1)]


pop0, count0 = run(K, pure0, h, steps, k)
pop1, count1 = run(K, pure1, h, steps, k)
popt, countt = run(K, thermal, h, steps, k)
ode = solve_ivp(equations, (0, 1), list(thermal) + [0], method="DOP853",
                rtol=1e-11, atol=1e-13).y[:, -1]
ode_error = np.max(np.abs(ode - np.append(popt[1000], countt[1000])))
assert ode_error < 1e-8
all_pops = np.concatenate([pop0, pop1, popt])
sum_error = np.max(np.abs(all_pops.sum(axis=1) - 1))
assert sum_error < 1e-11 and all_pops.min() >= 0

# Truncated sum: missing population equals one-norm error and Poisson tail
short_step, _ = uniformized(K, 0.01, 3)
missing = 1 - (short_step @ thermal).sum()
norm_error = np.abs(expm(K * 0.01) @ thermal - short_step @ thermal).sum()
tail = pdtrc(3, np.max(-np.diag(K)) * 0.01)
assert abs(missing - norm_error) < 1e-12 and abs(missing - tail) < 1e-12

# Euler with too long a step: population conserved, populations absurd
fast = np.max(np.abs(np.linalg.eigvals(K)))
euler_h = 3 / fast
euler = pure1.copy()
for _ in range(20):
    euler = euler + euler_h * K @ euler
assert abs(euler.sum() - 1) < 1e-6 and euler.min() < -1

# Closed forms on the example and on random rates
rng = np.random.default_rng(4)
cases = [(W, RATES)]
for _ in range(5):
    cases.append((rng.uniform(5, 200),
                  (rng.uniform(20, 100), rng.uniform(2, 20),
                   rng.uniform(20, 100), rng.uniform(1, 5),
                   rng.uniform(1, 5))))
for w_case, r_case in cases:
    K_case = generator(w_case, r_case)
    late0, n0 = run(K_case, pure0, 0.05, 2000, r_case[0], 80)
    late1, n1 = run(K_case, pure1, 0.05, 2000, r_case[0], 80)
    formula, extra = closed_forms(w_case, r_case)
    assert np.allclose(late0[-1], formula, atol=1e-9)
    assert np.allclose(late1[-1], formula, atol=1e-9)
    assert np.allclose(steady_numeric(K_case), formula, atol=1e-11)
    assert abs(n0[-1] - n1[-1] - extra) < 1e-7 * max(1, abs(extra))
    emptied = expm(generator(0.0, r_case) * 40) @ formula
    assert abs(emptied[G0] - dark_weights(r_case) @ formula) < 1e-10

# Weak-pump limit: error must fall in proportion to W
b0 = d0 / (d0 + d1)
p0, p1 = a0 / (k + a0), a1 / (k + a1)
weak_sum = b0 * p1 + (1 - b0) * p0
weak_P0 = b0 * p1 / weak_sum
rate_err, pol_err = [], []
for w_weak in (1e-2, 1e-3):
    K_weak = generator(w_weak, RATES)
    slow_weak = np.sort(-np.linalg.eigvals(K_weak).real)[1]
    rate_err.append(abs(slow_weak / (w_weak * weak_sum) - 1))
    pol_err.append(abs(dark_weights(RATES) @ steady_numeric(K_weak) - weak_P0))
assert rate_err[1] < 1e-3 and 8 < rate_err[0] / rate_err[1] < 12
assert pol_err[1] < 1e-3 and 8 < pol_err[0] / pol_err[1] < 12

# Early contrast, and loss of contrast when both crossings are equal
tiny = 1e-5
early0, early1 = expm(K * tiny) @ pure0, expm(K * tiny) @ pure1
early = 1 - (early1[E0] + early1[E1]) / (early0[E0] + early0[E1])
assert abs(early / ((a1 - a0) * tiny / 2) - 1) < 2e-3
equal = (k, a0, a0, d0, d1)
_, same0 = run(generator(W, equal), pure0, h, 1000, k)
_, same1 = run(generator(W, equal), pure1, h, 1000, k)
equal_P0 = dark_weights(equal) @ steady_numeric(generator(W, equal))
assert np.max(np.abs(same0 - same1)) < 1e-10 and equal_P0 > 0.5

# Prepared state, pi pulse and counting window
steady, extra_photons = closed_forms(W, RATES)
P0 = dark_weights(RATES) @ steady
reference = np.array([P0, 1 - P0, 0, 0, 0])
pop_ref, count_ref = run(K, reference, h, steps, k)
pop_pi, count_pi = run(K, pi_pulse(reference), h, steps, k)
rate_ref = k * (pop_ref[:, E0] + pop_ref[:, E1])
rate_pi = k * (pop_pi[:, E0] + pop_pi[:, E1])
scale = (3 * P0 - 1) / 2

# Seven levels with ms=+1 and ms=-1 apart, pi pulse on ms=+1 only
def seven(w):
    return from_links(7, [(0, 3, w), (1, 4, w), (2, 5, w), (3, 0, k),
                          (4, 1, k), (5, 2, k), (3, 6, a0), (4, 6, a1),
                          (5, 6, a1), (6, 0, d0), (6, 1, d1 / 2),
                          (6, 2, d1 / 2)])


seven_start = np.array([1, 1, 1, 0, 0, 0, 0]) / 3
seven_ref = expm(seven(0.0) * 20) @ expm(seven(W) * 20) @ seven_start
seven_pi = seven_ref[[1, 0, 2, 3, 4, 5, 6]]
for index in (50, 300):
    light = expm(seven(W) * times[index])
    bright = k * (light @ seven_ref)[3:6].sum()
    dim = k * (light @ seven_pi)[3:6].sum()
    pure_gap = k * (pop0 - pop1)[index, [E0, E1]].sum()
    assert abs(dim - rate_pi[index]) < 1e-8
    assert abs(bright - dim - scale * pure_gap) < 1e-8


def best_window(n_ref, n_pi):
    snr = np.zeros(len(n_ref))
    snr[1:] = ((n_ref - n_pi)[1:] * np.sqrt(efficiency)
               / np.sqrt((n_ref + n_pi)[1:]))
    best = int(np.argmax(snr))
    assert 0 < best < len(snr) - 1
    return best, snr[best]


best, snr = best_window(count_ref, count_pi)
contrast = 1 - count_pi[best] / count_ref[best]

# Mean number of photon pairs, checked by a moment-generating block matrix
pair_rate = k * (pop_ref[:best + 1, E0] * count0[best::-1]
                 + pop_ref[:best + 1, E1] * count1[best::-1])
pairs = simpson(pair_rate, x=times[:best + 1])
J = np.zeros((5, 5))
J[G0, E0] = J[G1, E1] = k
O = np.zeros((5, 5))
block = np.block([[K, O, O], [J, K, O], [O, J, K]])
moments = expm(block * times[best]) @ np.append(reference, np.zeros(10))
assert abs(moments[5:10].sum() / count_ref[best] - 1) < 1e-9
assert abs(moments[10:].sum() / pairs - 1) < 1e-4
variance_shift = efficiency * (2 * pairs / count_ref[best] - count_ref[best])

# Neglected effects, each added alone at the same counting window
def altered(extra_light, extra_dark, size=5):
    light = from_links(size, nv_links(W, RATES) + extra_light)
    dark = from_links(size, nv_links(0.0, RATES) + extra_dark)
    lit = steady_numeric(light)
    ready = expm(dark * 5) @ lit
    _, c_ref = run(light, ready, h, best, k)
    _, c_pi = run(light, pi_pulse(ready), h, best, k)
    return (ready[G0] / (ready[G0] + ready[G1]),
            1 - c_pi[-1] / c_ref[-1], lit)


base_P0, base_C, _ = altered([], [])
assert abs(base_P0 - P0) < 1e-8 and abs(base_C - contrast) < 1e-8
T1_us = 1000.0
relax = [(G0, G1, 2 / (3 * T1_us)), (G1, G0, 1 / (3 * T1_us))]
T1_P0, T1_C, _ = altered(relax, relax)
flip = 0.02
decay_flip = [(E0, G1, flip * k), (E0, G0, -flip * k),
              (E1, G0, flip * k), (E1, G1, -flip * k)]
pump_flip = [(G0, E1, flip * W), (G0, E0, -flip * W),
             (G1, E0, flip * W), (G1, E1, -flip * W)]
flip_P0, flip_C, _ = altered(decay_flip + pump_flip, decay_flip)
ionize, recapture = 0.5, 0.2
charge = [(E0, Z0, ionize), (E1, Z0, ionize),
          (Z0, G0, recapture / 3), (Z0, G1, 2 * recapture / 3)]
ion_P0, ion_C, ion_lit = altered(charge, [], 6)
background = 0.1
field_mT, split_GHz = 2.0, 1.42
bohr_GHz = 2 * const.value("Bohr magneton in Hz/T") * field_mT * 1e-3 * 1e-9
Sx = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]]) / np.sqrt(2)
_, vectors = np.linalg.eigh(split_GHz * np.diag([1, 0, 1]) + bohr_GHz * Sx)
admixture = 1 - np.max(vectors[1] ** 2)
left_shelf = (expm(K_dark * 1.0) @ steady)[S]
swapped = (k, a0, a1, d1, d0)
K_swapped = generator(W, swapped)
swapped_P0 = dark_weights(swapped) @ steady_numeric(K_swapped)
assert np.max(np.abs(K_swapped.sum(axis=0))) < 1e-12
assert abs(swapped_P0 - P0) > 0.05

modes = np.linalg.eigvals(K)
modes = modes[np.argsort(-modes.real)]
print(f"rates k,a0,a1,d0,d1 = {k:g}, {a0:g}, {a1:g}, {d0:g}, {d1:g} /us")
print(f"laser {power_mW} mW, spot radius {spot_nm:g} nm, {wave_nm:g} nm")
print(f"cross-section {sigma_cm2:.1e} cm2, intensity {intensity:.3e} W/cm2")
print(f"pump rate W = {W:.3f} /us")
print(f"excited lifetimes ms=0, +-1: {1e3/(k+a0):.2f}, {1e3/(k+a1):.2f} ns")
print(f"shelf lifetime {1e3/(d0+d1):.1f} ns")
print(f"shelving probabilities p0, p1 = {p0:.4f}, {p1:.4f}")
print(f"shelf branching to ms=0: {b0:.3f}")
print("steady g0,g1,e0,e1,s = " + ", ".join(f"{x:.4f}" for x in steady))
print(f"polarization P0 after dark relaxation = {P0:.4f}")
print(f"weak-pump limit of P0 = {weak_P0:.4f}")
print(f"slowest mode rate {-modes[1].real:.3f} /us, "
      f"time {-1e3/modes[1].real:.1f} ns")
print(f"largest imaginary part of any mode {np.max(abs(modes.imag)):.2e} /us")
print(f"weak-pump formula for that rate {W*weak_sum:.3f} /us")
for i in (0, 100, 300, 1000, 3000):
    print(f"laser pulse {i:4d} ns: P0 = {dark_weights(RATES)@popt[i]:.4f}")
print(f"largest population-sum error {sum_error:.1e}")
print(f"largest difference from ODE solver {ode_error:.1e}")
print(f"4-term sum, 10 ns step: missing {missing:.5f}, error {norm_error:.5f}")
print(f"Euler step {1e3*euler_h:.2f} ns, 20 steps: sum {euler.sum():.6f}, "
      f"min {euler.min():.3g}")
print(f"P0 with d0, d1 exchanged = {swapped_P0:.4f}")
print(f"P0 with a1 set equal to a0 = {equal_P0:.4f} (no contrast)")
print(f"pi-pulse scale (3 P0 - 1)/2 = {scale:.4f}")
for i in (10, 50, 100, 200, 400, 800):
    print(f"t={i:3d} ns: emission ref {rate_ref[i]:.3f}, pi {rate_pi[i]:.3f}"
          f" /us, contrast {1-rate_pi[i]/rate_ref[i]:.4f}")
peak = 1 + int(np.argmax(1 - rate_pi[1:] / rate_ref[1:]))
print(f"peak contrast {1-rate_pi[peak]/rate_ref[peak]:.4f} at {peak} ns")
print(f"smallest emission difference {np.min(rate_ref-rate_pi):.1e} /us")
print(f"extra photons emitted, pure starts: {extra_photons:.4f}")
print(f"extra photons emitted, prepared starts: {scale*extra_photons:.4f}")
print(f"best counting window {best} ns, integrated contrast {contrast:.4f}")
print(f"photons emitted in window: ref {count_ref[best]:.4f}, "
      f"pi {count_pi[best]:.4f}")
print(f"detection efficiency {efficiency}, SNR per pair {snr:.5f}")
print(f"pairs of readings for SNR 10: {(10/snr)**2:.0f}")
for mW in (0.03, 0.3, 3.0):
    w_i = pump_rate(mW)[1]
    K_i = generator(w_i, RATES)
    P_i = dark_weights(RATES) @ steady_numeric(K_i)
    ready_i = np.array([P_i, 1 - P_i, 0, 0, 0])
    _, r_i = run(K_i, ready_i, h, steps, k, 20)
    _, f_i = run(K_i, pi_pulse(ready_i), h, steps, k, 20)
    b_i, s_i = best_window(r_i, f_i)
    print(f"{mW:g} mW: W {w_i:.2f} /us, P0 {P_i:.4f}, window {b_i} ns, "
          f"C {1-f_i[b_i]/r_i[b_i]:.4f}, SNR {s_i:.5f}")
print(f"spin relaxation {T1_us/1e3:g} ms: P0 {T1_P0:.4f}, C {T1_C:.4f}")
print(f"optical spin flips {flip:g}: P0 {flip_P0:.4f}, C {flip_C:.4f}")
print(f"ionization {ionize}, recapture {recapture} /us: P0 {ion_P0:.4f}, "
      f"C {ion_C:.4f}")
print(f"share in negative charge state under light {1-ion_lit[Z0]:.4f}")
print(f"background {background:g} of ref counts: C "
      f"{contrast/(1+background):.4f}")
print(f"transverse field {field_mT:g} mT, excited splitting {split_GHz} GHz: "
      f"admixture {admixture:.2e}")
print(f"shelf population left after 1000 ns dark: {left_shelf:.5f}")
print(f"relative change of count variance (not Poisson) {variance_shift:.2e}")
print("every check passed")
```

Running it gives:

```
rates k,a0,a1,d0,d1 = 65, 10, 70, 3, 2 /us
laser 0.3 mW, spot radius 250 nm, 532 nm
cross-section 3.0e-17 cm2, intensity 3.056e+05 W/cm2
pump rate W = 24.551 /us
excited lifetimes ms=0, +-1: 13.33, 7.41 ns
shelf lifetime 200.0 ns
shelving probabilities p0, p1 = 0.1333, 0.5185
shelf branching to ms=0: 0.600
steady g0,g1,e0,e1,s = 0.3815, 0.0654, 0.1249, 0.0119, 0.4163
polarization P0 after dark relaxation = 0.7532
weak-pump limit of P0 = 0.8537
slowest mode rate 4.865 /us, time 205.5 ns
largest imaginary part of any mode 0.00e+00 /us
weak-pump formula for that rate 8.948 /us
laser pulse    0 ns: P0 = 0.3333
laser pulse  100 ns: P0 = 0.5850
laser pulse  300 ns: P0 = 0.7072
laser pulse 1000 ns: P0 = 0.7518
laser pulse 3000 ns: P0 = 0.7532
largest population-sum error 4.5e-13
largest difference from ODE solver 3.9e-13
4-term sum, 10 ns step: missing 0.04825, error 0.04825
Euler step 20.30 ns, 20 steps: sum 1.000000, min -1.9e+05
P0 with d0, d1 exchanged = 0.5761
P0 with a1 set equal to a0 = 0.6000 (no contrast)
pi-pulse scale (3 P0 - 1)/2 = 0.6298
t= 10 ns: emission ref 9.497, pi 8.044 /us, contrast 0.1530
t= 50 ns: emission ref 12.887, pi 7.915 /us, contrast 0.3858
t=100 ns: emission ref 11.501, pi 6.304 /us, contrast 0.4519
t=200 ns: emission ref 10.127, pi 6.173 /us, contrast 0.3904
t=400 ns: emission ref 9.285, pi 7.641 /us, contrast 0.1771
t=800 ns: emission ref 8.946, pi 8.707 /us, contrast 0.0267
peak contrast 0.4539 at 112 ns
smallest emission difference 0.0e+00 /us
extra photons emitted, pure starts: 2.7917
extra photons emitted, prepared starts: 1.7583
best counting window 385 ns, integrated contrast 0.3461
photons emitted in window: ref 4.0200, pi 2.6287
detection efficiency 0.01, SNR per pair 0.05396
pairs of readings for SNR 10: 34347
0.03 mW: W 2.46 /us, P0 0.8337, window 1511 ns, C 0.2758, SNR 0.03440
0.3 mW: W 24.55 /us, P0 0.7532, window 385 ns, C 0.3461, SNR 0.05396
3 mW: W 245.51 /us, P0 0.6856, window 193 ns, C 0.3760, SNR 0.06381
spin relaxation 1 ms: P0 0.7511, C 0.3447
optical spin flips 0.02: P0 0.7170, C 0.2876
ionization 0.5, recapture 0.2 /us: P0 0.7475, C 0.3357
share in negative charge state under light 0.7480
background 0.1 of ref counts: C 0.3146
transverse field 2 mT, excited splitting 1.42 GHz: admixture 1.55e-03
shelf population left after 1000 ns dark: 0.00297
relative change of count variance (not Poisson) 7.23e-03
every check passed
```
